# Heralded photon correlation of two-mode squeezed vacuum with an inefficient threshold detector: a numerical check

```python
"""
Heralded autocorrelation of a single-mode two-mode squeezed vacuum.
Result under test: g2 = 2 x (2 + x) / (1 + x)^2, x = tanh(r)^2,
for a click of a threshold detector whose efficiency eta tends to zero.
r: squeezing parameter; a: signal mode; b: idler (herald) mode.
g2 = <a^dag^2 a^2> / <a^dag a>^2 in the state conditioned on a click.
Device parameters are rough typical values for a silicon waveguide source.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import binom, poisson


def ideal_g2(x):
    return 2 * x * (2 + x) / (1 + x)**2


def finite_efficiency_g2(x, eta):
    q = 1 - eta
    return 2 * x * (1 + q - 3*q*x + q*q*x**3) / (1 - q*x*x)**2


def pair_distribution(x, size=4000):
    n = np.arange(size)
    return n, (1 - x) * x**n


def click_probability(n, eta):
    if eta == 1:
        return (n > 0).astype(float)
    return -np.expm1(n * np.log1p(-eta))


def distribution_g2(n, weights):
    first = np.sum(n * weights)
    second = np.sum(n * (n - 1) * weights)
    return second * np.sum(weights) / first**2


def summed_g2(x, eta, size=4000):
    n, p = pair_distribution(x, size)
    return distribution_g2(n, p * click_probability(n, eta))


def two_modes(size):
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    return np.kron(lower, np.eye(size)), np.kron(np.eye(size), lower)


# State and conditional correlation from the defining operators.
size = 22
a, b = two_modes(size)
r_test = 0.4
x_test = np.tanh(r_test)**2
psi = expm(r_test * (a.T @ b.T - a @ b))[:, 0]
amplitudes = psi.reshape(size, size)
n_small = np.arange(8)
expected = np.sqrt(1 - x_test) * x_test**(n_small / 2)
assert np.allclose(np.diag(amplitudes)[:8], expected, atol=1e-7)
assert np.max(np.abs(amplitudes - np.diag(np.diag(amplitudes)))) < 1e-12
idler_number = np.tile(np.arange(size), size)
for eta in (0.02, 0.3, 0.9):
    click = click_probability(idler_number, eta)
    one, two = a @ psi, a @ (a @ psi)
    operator_g2 = (np.sum(click * two**2) * np.sum(click * psi**2)
                   / np.sum(click * one**2)**2)
    assert abs(operator_g2 - finite_efficiency_g2(x_test, eta)) < 1e-7

# Detector inefficiency as a beam splitter with vacuum in the other port.
eta = 0.3
splitter = expm(np.arcsin(np.sqrt(eta)) * (a.T @ b - a @ b.T))
for n in range(6):
    no_click = splitter[n * size, n * size]**2
    assert abs(1 - no_click - click_probability(n, eta)) < 1e-10

# Closed forms against sums over photon number.
for x in (0.01, 0.2, 0.6, 0.9):
    n, p = pair_distribution(x)
    assert abs(distribution_g2(n, p) - 2) < 1e-9
    assert abs(np.sum(n * p) - np.sinh(np.arctanh(np.sqrt(x)))**2) < 1e-9
    tiny = 1e-7
    h = p * click_probability(n, tiny)
    h /= h.sum()
    assert np.allclose(h[:20], ((1-x)**2 * n * x**(n-1.0))[:20], atol=1e-6)
    assert abs(np.sum(n * h) / ((1 + x) / (1 - x)) - 1) < 1e-5
    second = np.sum(n * (n - 1) * h)
    assert abs(second / (2*x*(2+x)/(1-x)**2) - 1) < 1e-5
    assert abs(summed_g2(x, tiny) / ideal_g2(x) - 1) < 1e-6
    for eta in (0.01, 0.1, 0.5, 1.0):
        assert abs(summed_g2(x, eta) - finite_efficiency_g2(x, eta)) < 1e-9
        pc = np.sum(p * click_probability(n, eta))
        assert abs(pc - eta * x / (1 - (1 - eta) * x)) < 1e-10
    assert abs(summed_g2(x, 1.0) - 2 * x) < 1e-9
    step = 1e-5
    slope = (summed_g2(x, step) / ideal_g2(x) - 1) / step
    assert abs(slope * (1 + x) * (2 + x) + 1) < 2e-3

# The low-efficiency formula fails if eta is not small against 1 - x.
x_strong, eta_strong = 0.999, 0.1
strong_sum = summed_g2(x_strong, eta_strong, 40000)
assert strong_sum > 1.9 and ideal_g2(x_strong) < 1.5
x_half = brentq(lambda x: summed_g2(x, 1e-9) - 0.5, 0.01, 0.9)
x_one = brentq(lambda x: summed_g2(x, 1e-9) - 1.0, 0.01, 0.9)
assert abs(x_half - (2 / np.sqrt(3) - 1)) < 1e-7
assert abs(x_one - (np.sqrt(2) - 1)) < 1e-7
scan = [summed_g2(x, 1e-9) for x in np.linspace(0.01, 0.95, 40)]
assert np.all(np.diff(scan) > 0)

# Worked example: mean pair number and herald efficiency are chosen.
mean_pairs, eta_h = 0.05, 0.1
x = mean_pairs / (1 + mean_pairs)
r = np.arcsinh(np.sqrt(mean_pairs))
assert abs(np.tanh(r)**2 - x) < 1e-12
n, p = pair_distribution(x, 60)
low_click = p * n
heralded = low_click / low_click.sum()
g_ideal = distribution_g2(n, heralded)
assert abs(g_ideal - ideal_g2(x)) < 1e-12
click_h = np.sum(p * click_probability(n, eta_h))
g_eta = summed_g2(x, eta_h)

# Linear loss after the source, by explicit binomial thinning.
survival = 0.2
thinned = np.array([np.sum(heralded * binom.pmf(k, n, survival)) for k in n])
g_thinned = distribution_g2(n, thinned)
assert abs(g_thinned - g_ideal) < 1e-10

# Dark counts, with the finite herald efficiency as the reference.
dark_rate, gate = 1000.0, 1e-9
dark = -np.expm1(-dark_rate * gate)
dark_click = 1 - (1 - dark) * (1 - click_probability(n, eta_h))
g_dark = distribution_g2(n, p * dark_click)


def two_schmidt_g2(r_total, second_weight):
    x1 = np.tanh(r_total * np.sqrt(1 - second_weight))**2
    x2 = np.tanh(r_total * np.sqrt(second_weight))**2
    k = np.arange(40)
    joint = np.outer((1 - x1) * x1**k, (1 - x2) * x2**k)
    total = k[:, None] + k[None, :]
    return distribution_g2(total, joint * total)


second_weight = 0.05
purity = (1 - second_weight)**2 + second_weight**2
weak_r = 0.005
weak_ratio = two_schmidt_g2(weak_r, second_weight) / weak_r**2
assert abs(weak_ratio / (2 * (1 + purity)) - 1) < 1e-3
g_schmidt = two_schmidt_g2(r, second_weight)

# Poissonian background light added to the heralded signal.
background = 1e-3
with_light = np.convolve(heralded, poisson.pmf(n, background))
g_background = distribution_g2(np.arange(with_light.size), with_light)

# Threshold detectors behind a balanced splitter in the signal arm.
eta_s = 0.1
single = click_probability(n, eta_s / 2)
double = 2 * single - click_probability(n, eta_s)
g_threshold = np.sum(heralded * double) / np.sum(heralded * single)**2

# Silicon waveguide: Kerr gain, linear loss and two-photon absorption.
wavelength, length = 1550e-9, 0.01
kerr_index, tpa = 5e-18, 7e-12          # m^2/W and m/W
loss_db_cm, mode_area = 2.0, 1e-13      # dB/cm and m^2
alpha = loss_db_cm * 100 * np.log(10) / 10
gain_per_intensity = 2 * np.pi / wavelength * kerr_index
effective_length = -np.expm1(-alpha * length) / alpha
intensity_in = np.expm1(tpa * r / gain_per_intensity) / (tpa*effective_length)


def intensity(z):
    spent = -np.expm1(-alpha * z) / alpha
    return intensity_in*np.exp(-alpha*z) / (1 + tpa*intensity_in*spent)


def pump_equation(z, y):
    return [-alpha * y[0] - tpa * y[0]**2, gain_per_intensity * y[0]]


pump = solve_ivp(pump_equation, (0, length), [intensity_in, 0.0],
                 rtol=1e-10, atol=1e-12)
assert abs(pump.y[1, -1] / r - 1) < 1e-7
assert abs(pump.y[0, -1] / intensity(length) - 1) < 1e-7


def photon_loss(z, lossy):
    return lossy * (alpha + 2 * tpa * intensity(z))


def gaussian_source(lossy):
    def rhs(z, y):
        g, k = gain_per_intensity * intensity(z), photon_loss(z, lossy)
        return [2*g*y[1] - k*y[0], g*(2*y[0] + 1) - k*y[1]]
    sol = solve_ivp(rhs, (0, length), [0.0, 0.0], rtol=1e-10, atol=1e-13)
    number, pair = sol.y[:, -1]
    m = pair**2
    g2 = number*(2*number**3 + 4*number*m) / (number**2 + m)**2
    return number, g2


lossless_number, lossless_g2 = gaussian_source(0)
assert abs(lossless_number - mean_pairs) < 1e-7
assert abs(lossless_g2 - g_ideal) < 1e-6
number_out, g_loss = gaussian_source(1)

# The same lossy source from the density matrix in the photon-number basis.
cut = 7
a, b = two_modes(cut)
generator = a.T @ b.T - a @ b
na, nb = a.T @ a, b.T @ b
half_number = (na + nb) / 2


def master(z, flat):
    rho = flat.reshape(cut**2, cut**2)
    g, k = gain_per_intensity * intensity(z), photon_loss(z, 1)
    change = g * (generator @ rho - rho @ generator)
    change += k * (a @ rho @ a.T + b @ rho @ b.T
                   - half_number @ rho - rho @ half_number)
    return change.ravel()


rho0 = np.zeros((cut**2, cut**2))
rho0[0, 0] = 1
sol = solve_ivp(master, (0, length), rho0.ravel(), rtol=1e-8, atol=1e-12)
rho = sol.y[:, -1].reshape(cut**2, cut**2)
direct = (np.trace(rho @ a.T @ a.T @ a @ a @ nb) * np.trace(rho @ nb)
          / np.trace(rho @ na @ nb)**2)
assert abs(np.trace(rho) - 1) < 1e-7
assert abs(np.trace(rho @ na) - number_out) < 1e-6
assert abs(direct - g_loss) < 1e-5
x_from_output = number_out / (1 + number_out)

# Free carriers made by one rectangular pulse, and thermal photons.
pulse, carrier_cross_section = 10e-12, 1.45e-21
photon_energy = const.h * const.c / wavelength
carriers = tpa * intensity_in**2 * pulse / (2 * photon_energy)
carrier_loss = carriers * carrier_cross_section * length
temperature = 300.0
thermal = 1 / np.expm1(photon_energy / (const.k * temperature))
assert carrier_loss < 0.05 and thermal < 1e-10


def shift(value, reference):
    return 100 * (value / reference - 1)


print(f"Mean pairs per pulse (chosen): {mean_pairs:.3f}")
print(f"Squeezing parameter r: {r:.5f}")
print(f"x = tanh(r)^2: {x:.6f}")
print(f"Heralded P(1), low efficiency: {heralded[1]:.5f}")
print(f"Heralded P(2), low efficiency: {heralded[2]:.5f}")
print(f"Heralded P(3), low efficiency: {heralded[3]:.5f}")
print(f"Heralded mean photon number: {np.sum(n*heralded):.5f}")
print(f"Second factorial moment: {np.sum(n*(n-1)*heralded):.5f}")
print(f"Ideal heralded g2: {g_ideal:.5f}")
print(f"Weak-squeezing estimate 4x: {4*x:.5f}")
print(f"x at g2 = 1/2: {x_half:.5f}; mean pairs {x_half/(1-x_half):.4f}")
print(f"x at g2 = 1: {x_one:.5f}; mean pairs {x_one/(1-x_one):.4f}")
print(f"Strong case: x = {x_strong:.3f}, eta = {eta_strong:.1f}")
print(f"  full g2 {strong_sum:.4f}; low-eta formula {ideal_g2(x_strong):.4f}")
print(f"Herald efficiency (chosen): {eta_h:.2f}")
print(f"eta/(1-x): {eta_h/(1-x):.4f}")
print(f"Click probability per pulse: {click_h:.6f}")
print(f"g2 at this efficiency: {g_eta:.5f}")
print(f"  shift from ideal: {shift(g_eta, g_ideal):.2f} %")
print(f"  first-order shift: {-100*eta_h/((1+x)*(2+x)):.2f} %")
print(f"g2 after signal transmission {survival:.2f}: {g_thinned:.5f}")
print(f"Dark rate {dark_rate:.0f} 1/s, gate {gate*1e9:.1f} ns")
print(f"  dark probability per gate: {dark:.2e}")
print(f"  g2 {g_dark:.5f}; shift from finite-eta {shift(g_dark, g_eta):.3f} %")
print(f"Second Schmidt weight {second_weight:.2f}; weak purity {purity:.3f}")
print(f"  g2 {g_schmidt:.5f}; shift {shift(g_schmidt, g_ideal):.2f} %")
print(f"Background photons per pulse at source: {background:.4f}")
print(f"  g2 {g_background:.5f}; shift {shift(g_background, g_ideal):.2f} %")
print(f"Signal threshold-detection efficiency: {eta_s:.2f}")
print(f"  estimator {g_threshold:.5f}; shift {shift(g_threshold, g_ideal):.2f} %")
print(f"Waveguide: {wavelength*1e9:.0f} nm, {length*100:.1f} cm long")
print(f"Kerr index {kerr_index*1e4:.1e} cm2/W")
print(f"Two-photon absorption {tpa*1e11:.2f} cm/GW")
print(f"Linear loss {loss_db_cm:.1f} dB/cm; area {mode_area*1e12:.2f} um2")
print(f"Input pump intensity: {intensity_in*1e-13:.4f} GW/cm2")
print(f"Input peak pump power: {intensity_in*mode_area*1000:.1f} mW")
print(f"Pump transmission: {intensity(length)/intensity_in:.4f}")
print(f"Lossy-source output photons per mode: {number_out:.5f}")
print(f"  g2 {g_loss:.5f}; shift at fixed gain {shift(g_loss, g_ideal):.2f} %")
print(f"  ideal formula from output mean: {ideal_g2(x_from_output):.5f}")
print(f"Pulse length: {pulse*1e12:.1f} ps")
print(f"Carrier cross-section: {carrier_cross_section*1e4:.2e} cm2")
print(f"Carrier density per pulse: {carriers*1e-6:.2e} 1/cm3")
print(f"Free-carrier optical depth: {carrier_loss:.2e}")
print(f"Thermal photons per mode at {temperature:.0f} K: {thermal:.2e}")
print("verified")
```

Output:

```
Mean pairs per pulse (chosen): 0.050
Squeezing parameter r: 0.22178
x = tanh(r)^2: 0.047619
Heralded P(1), low efficiency: 0.90703
Heralded P(2), low efficiency: 0.08638
Heralded P(3), low efficiency: 0.00617
Heralded mean photon number: 1.10000
Second factorial moment: 0.21500
Ideal heralded g2: 0.17769
Weak-squeezing estimate 4x: 0.19048
x at g2 = 1/2: 0.15470; mean pairs 0.1830
x at g2 = 1: 0.41421; mean pairs 0.7071
Strong case: x = 0.999, eta = 0.1
  full g2 1.9805; low-eta formula 1.4995
Herald efficiency (chosen): 0.10
eta/(1-x): 0.1050
Click probability per pulse: 0.004975
g2 at this efficiency: 0.16941
  shift from ideal: -4.66 %
  first-order shift: -4.66 %
g2 after signal transmission 0.20: 0.17769
Dark rate 1000 1/s, gate 1.0 ns
  dark probability per gate: 1.00e-06
  g2 0.16944; shift from finite-eta 0.019 %
Second Schmidt weight 0.05; weak purity 0.905
  g2 0.16999; shift -4.33 %
Background photons per pulse at source: 0.0010
  g2 0.17918; shift 0.84 %
Signal threshold-detection efficiency: 0.10
  estimator 0.17744; shift -0.14 %
Waveguide: 1550 nm, 1.0 cm long
Kerr index 5.0e-14 cm2/W
Two-photon absorption 0.70 cm/GW
Linear loss 2.0 dB/cm; area 0.10 um2
Input pump intensity: 0.1419 GW/cm2
Input peak pump power: 141.9 mW
Pump transmission: 0.5844
Lossy-source output photons per mode: 0.03284
  g2 0.14620; shift at fixed gain -17.72 %
  ideal formula from output mean: 0.12136
Pulse length: 10.0 ps
Carrier cross-section: 1.45e-17 cm2
Carrier density per pulse: 5.50e+14 1/cm3
Free-carrier optical depth: 7.98e-03
Thermal photons per mode at 300 K: 3.65e-14
verified
```
